# The Grimme-Neese Excited-State Double Hybrid as a Scaled CIS(D) Correction: test program

```python
"""
Result under test: the Grimme-Neese double-hybrid excitation energy
    omega = omega0 + a_c * (direct + ground),
    direct = -1/4 sum u_ijab^2 / (D_ijab - omega0),   ground = sum r_ia v_ia.
omega0, r : lowest singlet root of the hybrid Tamm-Dancoff matrix A, r.r = 1
D_ijab    : e_a + e_b - e_i - e_j from Kohn-Sham orbital energies
u         : coupling of the singly excited state to double excitations
v         : change of ground-state pair correlation caused by the excitation
t         : first-order ground-state doubles amplitudes, -<ij||ab>/D_ijab
W         : two-body interaction normal-ordered on the reference determinant
a_x, a_c  : fractions of exact exchange and of second-order correlation
Spin orbitals are interleaved (alpha, beta), occupied ones first.
Energies are in hartree inside the program.
"""
from itertools import combinations, product
import numpy as np
import scipy.sparse as sp
from scipy.constants import physical_constants
from pyscf import gto, scf, dft, ao2mo, mp, mcscf, fci
from pyscf.tdscf.rhf import get_ab

EV = physical_constants["Hartree energy in eV"][0]
A_X, A_C = 0.53, 0.27
BOND = 1.25
XC = "%.2f*HF + %.2f*B88, %.2f*LYP" % (A_X, 1 - A_X, 1 - A_C)
BH = "B 0 0 0; H 0 0 %.4f" % BOND


def run_scf(atoms, basis, kohn_sham):
    mol = gto.M(atom=atoms, basis=basis, unit="Angstrom", verbose=0)
    mf = dft.RKS(mol) if kohn_sham else scf.RHF(mol)
    if kohn_sham:
        mf.xc = XC
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    return mf


def spatial_integrals(mf):
    n = mf.mo_coeff.shape[1]
    return ao2mo.restore(1, ao2mo.kernel(mf.mol, mf.mo_coeff), n)


def spin_orbital_data(mf):
    """Orbital energies, <pq||rs> and number of occupied spin orbitals."""
    chem = spatial_integrals(mf)
    for axis in range(4):
        chem = np.repeat(chem, 2, axis=axis)
    spin = np.arange(chem.shape[0]) % 2
    same = (spin[:, None] == spin[None, :]).astype(float)
    chem = chem * same[:, :, None, None] * same[None, None, :, :]
    phys = chem.transpose(0, 2, 1, 3)
    anti = phys - phys.transpose(0, 1, 3, 2)
    return np.repeat(mf.mo_energy, 2), anti, mf.mol.nelectron


def lowest_singlet(mf):
    a_mat = get_ab(mf)[0]
    no, nv = a_mat.shape[:2]
    a_mat = a_mat.reshape(no * nv, no * nv)
    w, x = np.linalg.eigh(a_mat)
    return w[0], x[:, 0].reshape(no, nv), a_mat


def singlet_to_spin(x):
    r = np.zeros((2 * x.shape[0], 2 * x.shape[1]))
    r[0::2, 0::2] = x / np.sqrt(2)
    r[1::2, 1::2] = x / np.sqrt(2)
    return r


def pair_gaps(eps, no):
    eo, ev = eps[:no], eps[no:]
    return (ev[None, None, :, None] + ev[None, None, None, :]
            - eo[:, None, None, None] - eo[None, :, None, None])


def doubles_coupling(g, no, r):
    o, v = slice(0, no), slice(no, None)
    p = np.einsum("abcj,ic->ijab", g[v, v, v, o], r, optimize=True)
    h = np.einsum("kbij,ka->ijab", g[o, v, o, o], r, optimize=True)
    return p - p.transpose(1, 0, 2, 3) - h + h.transpose(0, 1, 3, 2)


def ground_parts(g, no, t, r):
    """Hole, particle and joint parts of v."""
    w = g[:no, :no, no:, no:]
    hole_mat = -0.5 * np.einsum("mnef,inef->mi", w, t, optimize=True)
    part_mat = -0.5 * np.einsum("mnef,mnaf->ea", w, t, optimize=True)
    field = np.einsum("mnef,nf->me", w, r, optimize=True)
    joint = np.einsum("imae,me->ia", t, field, optimize=True)
    return hole_mat.T @ r, r @ part_mat, joint


def correction(mf):
    eps, g, no = spin_orbital_data(mf)
    omega0, x, _ = lowest_singlet(mf)
    r = singlet_to_spin(x)
    gap = pair_gaps(eps, no)
    w = g[:no, :no, no:, no:]
    t = -w / gap
    u = doubles_coupling(g, no, r)
    res = {"omega0": omega0, "x": x, "min_gap": gap[gap > 0].min()}
    assert gap.min() > omega0
    res["direct"] = -0.25 * np.sum(u**2 / (gap - omega0))
    for name, part in zip(("hole", "particle", "joint"),
                          ground_parts(g, no, t, r)):
        res[name] = np.sum(r * part)
    res["ground"] = res["hole"] + res["particle"] + res["joint"]
    res["total"] = res["direct"] + res["ground"]
    res["e_pt2"] = 0.25 * np.sum(w * t)
    return res


# ---- Fock-space operators for BH in a minimal basis, Kohn-Sham orbitals ----
mini = run_scf(BH, "sto-3g", True)
eps, g, no = spin_orbital_data(mini)
n = len(eps)
nv = n - no
lower = sp.csr_matrix(np.array([[0.0, 1.0], [0.0, 0.0]]))
parity = sp.csr_matrix(np.diag([1.0, -1.0]))
ann = []
for p in range(n):
    op = sp.identity(1, format="csr")
    for q in range(n):
        factor = parity if q < p else lower if q == p else sp.identity(2)
        op = sp.kron(op, factor, format="csr")
    ann.append(op)
dim = 2**n
ref = np.zeros(dim)
ref[0] = 1.0
for p in reversed(range(no)):
    ref = ann[p].T @ ref

pairs = list(combinations(range(n), 2))
pair_ann = {(p, q): (ann[q] @ ann[p]).tocsr() for p, q in pairs}
stack = sp.vstack([pair_ann[pq] for pq in pairs]).tocsr()
stack_t = stack.T.tocsr()
first, second = np.array(pairs).T
g_pairs = g[first[:, None], second[:, None], first[None, :], second[None, :]]
mean = np.einsum("pkqk->pq", g[:, :no, :, :no])
mean_op = sp.csr_matrix((dim, dim))
for p, q in product(range(n), repeat=2):
    if abs(mean[p, q]) > 1e-14:
        mean_op = mean_op + mean[p, q] * (ann[p].T @ ann[q])
shift = 0.5 * np.trace(mean[:no, :no])


def apply_w(vec):
    y = (stack @ vec).reshape(len(pairs), dim)
    return stack_t @ (g_pairs @ y).ravel() - mean_op @ vec + shift * vec


gap = pair_gaps(eps, no)
t = -g[:no, :no, no:, no:] / gap
doubles = [(i, j, a, b) for i, j in combinations(range(no), 2)
           for a, b in combinations(range(nv), 2)]
t2_op = sp.csr_matrix((dim, dim))
double_vecs = np.zeros((dim, len(doubles)))
for k, (i, j, a, b) in enumerate(doubles):
    exc = pair_ann[(no + a, no + b)].T @ pair_ann[(i, j)]
    double_vecs[:, k] = exc @ ref
    t2_op = t2_op + t[i, j, a, b] * exc
single_ops = [(ann[no + a].T @ ann[i]).tocsr()
              for i in range(no) for a in range(nv)]
single_vecs = np.array([s @ ref for s in single_ops]).T

w_ref = apply_w(ref)
w_t_ref = apply_w(t2_op @ ref)
e_pt2_fock = ref @ w_t_ref
e_pairs = 0.25 * g[:no, :no, no:, no:] * t
assert abs(e_pt2_fock - e_pairs.sum()) < 1e-10

B = np.zeros((len(doubles), no * nv))
G = np.zeros((no * nv, no * nv))
for k, s in enumerate(single_ops):
    s_ref = single_vecs[:, k]
    w_s = apply_w(s_ref)
    B[:, k] = double_vecs.T @ (w_s - s @ w_ref)
    double_comm = (apply_w(t2_op @ s_ref) - t2_op @ w_s
                   - s @ w_t_ref + s @ (t2_op @ w_ref))
    G[:, k] = single_vecs.T @ double_comm

# Contracted formulas against operator algebra, for an arbitrary amplitude
rng = np.random.default_rng(5)
r = rng.normal(size=(no, nv))
r /= np.linalg.norm(r)
u = doubles_coupling(g, no, r)
u_list = np.array([u[d] for d in doubles])
err_u = np.max(np.abs(u_list - B @ r.ravel()))
v = sum(ground_parts(g, no, t, r))
err_v = np.max(np.abs(v.ravel() - G @ r.ravel()))
assert err_u < 1e-10 and err_v < 1e-10

# Surviving correlation beside the excitation minus ground-state correlation
state = single_vecs @ r.ravel()
surviving = state @ apply_w(t2_op @ state)
err_triples = abs(surviving - e_pt2_fock - np.sum(r * v))
assert err_triples < 1e-10

# Pure transition: loss of every ground-state double that uses i or a
i_pure, a_pure = no - 2, 0
unit = np.zeros((no, nv))
unit[i_pure, a_pure] = 1.0
blocked = np.zeros(t.shape, dtype=bool)
blocked[i_pure] = True
blocked[:, i_pure] = True
blocked[:, :, a_pure] = True
blocked[:, :, :, a_pure] = True
pure_ground = np.sum(unit * sum(ground_parts(g, no, t, unit)))
assert abs(pure_ground + e_pairs[blocked].sum()) < 1e-10
assert pure_ground > 0

# Tamm-Dancoff matrix from finite differences of the Kohn-Sham matrix
omega_mini, x_mini, A = lowest_singlet(mini)
nos, nvs = x_mini.shape
C_occ, C_vir = mini.mo_coeff[:, :nos], mini.mo_coeff[:, nos:]
eri = spatial_integrals(mini)
gaps1 = (mini.mo_energy[None, nos:] - mini.mo_energy[:nos, None]).ravel()
dm0 = mini.make_rdm1()
step = 3e-4
plus = np.diag(gaps1).astype(float)
for k, (j, b) in enumerate(product(range(nos), range(nvs))):
    d = 2 * np.outer(C_occ[:, j], C_vir[:, b])
    d = d + d.T
    up = np.asarray(mini.get_veff(mini.mol, dm0 + step * d))
    down = np.asarray(mini.get_veff(mini.mol, dm0 - step * d))
    plus[:, k] += (C_occ.T @ ((up - down) / (2 * step)) @ C_vir).ravel()
k_ijab = eri[:nos, :nos, nos:, nos:].transpose(0, 2, 1, 3)
k_ibja = eri[:nos, nos:, :nos, nos:].transpose(0, 3, 2, 1)
minus = np.diag(gaps1) + A_X * (k_ibja - k_ijab).reshape(A.shape)
err_A = np.max(np.abs(0.5 * (plus + minus) - A))
assert err_A < 2e-5, err_A

# Enlarged eigenvalue problem: slope at zero coupling and full solution
embed = np.array([singlet_to_spin(e.reshape(nos, nvs)).ravel()
                  for e in np.eye(nos * nvs)]).T
G_s, B_s = embed.T @ G @ embed, B @ embed
D_list = np.array([gap[d] for d in doubles])


def enlarged_root(lam, guess):
    # lam*B^T above and B below has the spectrum of sqrt(lam) on both sides
    m = np.block([[A + lam * G_s, lam * B_s.T], [B_s, np.diag(D_list)]])
    ev = np.linalg.eigvals(m)
    return ev[np.argmin(np.abs(ev - guess))].real


mini_res = correction(mini)
h = 1e-3
slope = (enlarged_root(h, omega_mini) - enlarged_root(-h, omega_mini)) / (2 * h)
assert abs(slope - mini_res["total"]) < 2e-6, (slope, mini_res["total"])
mini_linear = omega_mini + A_C * mini_res["total"]
mini_full = enlarged_root(A_C, mini_linear)

# Distant spectator molecule, Hartree-Fock orbitals
alone = correction(run_scf(BH, "sto-3g", False))
pair = correction(run_scf(BH + "; H 0 0 100; H 0 0 100.75", "sto-3g", False))
assert abs(pair["total"] - alone["total"]) < 1e-6
spectator_corr = pair["e_pt2"] - alone["e_pt2"]
assert abs(spectator_corr) > 1e-3

# ---- Worked example: BH in cc-pVDZ ----
ks = run_scf(BH, "cc-pvdz", True)
hf = run_scf(BH, "cc-pvdz", False)
dh, cis = correction(ks), correction(hf)
assert abs(cis["e_pt2"] - mp.MP2(hf).kernel()[0]) < 1e-7
omega_dh = dh["omega0"] + A_C * dh["total"]
omega_cisd = cis["omega0"] + cis["total"]

norb = hf.mo_coeff.shape[1] - 1
cas = mcscf.CASCI(hf, norb, 4)
h1, e_core = cas.get_h1eff()
solver = fci.direct_spin0.FCISolver(hf.mol)
solver.nroots, solver.conv_tol, solver.max_cycle = 3, 1e-10, 200
e_fci = np.sort(solver.kernel(h1, cas.get_h2eff(), norb, (2, 2),
                              ecore=e_core)[0])
assert abs(e_fci[2] - e_fci[1]) < 1e-4
omega_fci = e_fci[1] - e_fci[0]

print("TESTS, BH, STO-3G, B2PLYP orbitals unless stated")
print(f"largest error of u formula: {err_u:.1e} hartree")
print(f"largest error of v formula: {err_v:.1e} hartree")
print(f"error of triples-minus-ground identity: {err_triples:.1e} hartree")
print(f"largest error of Tamm-Dancoff matrix: {err_A:.1e} hartree")
print(f"pure-transition ground-state term: {pure_ground*EV:.4f} eV")
print(f"slope of enlarged root: {slope*EV:.5f} eV")
print(f"direct + ground from formula: {mini_res['total']*EV:.5f} eV")
print(f"minimal-basis omega0: {omega_mini*EV:.4f} eV")
print(f"minimal-basis omega, first order: {mini_linear*EV:.4f} eV")
print(f"minimal-basis omega, full enlarged matrix: {mini_full*EV:.4f} eV")
print(f"HF CIS(D) correction, BH alone: {alone['total']*EV:.5f} eV")
print(f"HF CIS(D) correction, H2 far away: {pair['total']*EV:.5f} eV")
print(f"correlation energy added by H2: {spectator_corr*EV:.4f} eV")
print("WORKED EXAMPLE, BH, cc-pVDZ, lowest singlet excitation")
print(f"bond length: {BOND:.2f} angstrom")
print(f"a_x: {A_X:.2f}   a_c: {A_C:.2f} (no unit)")
print(f"spatial orbitals: {norb + 1}, occupied: {dh['x'].shape[0]}")
print(f"weight of excitations from HOMO: {np.sum(dh['x'][-1]**2):.4f}")
print(f"smallest double-excitation gap D, KS: {dh['min_gap']*EV:.3f} eV")
for label, res in (("B2PLYP", dh), ("HF", cis)):
    print(f"{label} omega0: {res['omega0']*EV:.4f} eV")
    print(f"{label} direct term, unscaled: {res['direct']*EV:.4f} eV")
    print(f"{label} hole part, unscaled: {res['hole']*EV:.4f} eV")
    print(f"{label} particle part, unscaled: {res['particle']*EV:.4f} eV")
    print(f"{label} joint part, unscaled: {res['joint']*EV:.4f} eV")
    print(f"{label} ground-state term, unscaled: {res['ground']*EV:.4f} eV")
    print(f"{label} direct + ground, unscaled: {res['total']*EV:.4f} eV")
    print(f"{label} ground-state E_PT2, unscaled: {res['e_pt2']*EV:.4f} eV")
print(f"B2PLYP scaled direct term: {A_C*dh['direct']*EV:.4f} eV")
print(f"B2PLYP scaled ground-state term: {A_C*dh['ground']*EV:.4f} eV")
print(f"B2PLYP scaled correction: {A_C*dh['total']*EV:.4f} eV")
print(f"B2PLYP excitation energy: {omega_dh*EV:.4f} eV")
print(f"B2PLYP excitation energy: {omega_dh:.6f} hartree")
print(f"CIS(D) excitation energy: {omega_cisd*EV:.4f} eV")
print(f"frozen-core full CI excitation energy: {omega_fci*EV:.4f} eV")
print(f"B2PLYP minus full CI: {(omega_dh-omega_fci)*EV:.4f} eV")
print(f"CIS(D) minus full CI: {(omega_cisd-omega_fci)*EV:.4f} eV")
print("verified")
```

Printed output:

```
TESTS, BH, STO-3G, B2PLYP orbitals unless stated
largest error of u formula: 2.8e-17 hartree
largest error of v formula: 2.6e-18 hartree
error of triples-minus-ground identity: 0.0e+00 hartree
largest error of Tamm-Dancoff matrix: 2.6e-09 hartree
pure-transition ground-state term: 0.7810 eV
slope of enlarged root: 0.24570 eV
direct + ground from formula: 0.24570 eV
minimal-basis omega0: 3.6885 eV
minimal-basis omega, first order: 3.7549 eV
minimal-basis omega, full enlarged matrix: 3.7535 eV
HF CIS(D) correction, BH alone: 0.14283 eV
HF CIS(D) correction, H2 far away: 0.14283 eV
correlation energy added by H2: -0.3639 eV
WORKED EXAMPLE, BH, cc-pVDZ, lowest singlet excitation
bond length: 1.25 angstrom
a_x: 0.53   a_c: 0.27 (no unit)
spatial orbitals: 19, occupied: 3
weight of excitations from HOMO: 0.9812
smallest double-excitation gap D, KS: 13.833 eV
B2PLYP omega0: 2.9167 eV
B2PLYP direct term, unscaled: -1.2976 eV
B2PLYP hole part, unscaled: 1.1109 eV
B2PLYP particle part, unscaled: 0.3545 eV
B2PLYP joint part, unscaled: -0.1205 eV
B2PLYP ground-state term, unscaled: 1.3449 eV
B2PLYP direct + ground, unscaled: 0.0473 eV
B2PLYP ground-state E_PT2, unscaled: -2.1717 eV
HF omega0: 2.9001 eV
HF direct term, unscaled: -0.9911 eV
HF hole part, unscaled: 0.8497 eV
HF particle part, unscaled: 0.2446 eV
HF joint part, unscaled: -0.0814 eV
HF ground-state term, unscaled: 1.0130 eV
HF direct + ground, unscaled: 0.0219 eV
HF ground-state E_PT2, unscaled: -1.6849 eV
B2PLYP scaled direct term: -0.3503 eV
B2PLYP scaled ground-state term: 0.3631 eV
B2PLYP scaled correction: 0.0128 eV
B2PLYP excitation energy: 2.9295 eV
B2PLYP excitation energy: 0.107656 hartree
CIS(D) excitation energy: 2.9220 eV
frozen-core full CI excitation energy: 3.0256 eV
B2PLYP minus full CI: -0.0962 eV
CIS(D) minus full CI: -0.1036 eV
verified
```
